# Norm conservation and derivative couplings in a moving nonorthogonal basis, part 1

(Sections cited here and not found follow in the second part.)

## First half: the coefficient equation and the norm condition

An electronic state can be expanded in basis functions that move, for instance with the ions that carry them. The state does not depend on which basis is used for a given space of functions, and this freedom restricts the form that a rate of change of the norm can take. Let the basis functions $\phi_1(t),\dots,\phi_M(t)$ be linearly independent at every time, and write

$$
\Psi(t)=\sum_n c_n(t)\,\phi_n(t),\qquad S_{mn}=\langle\phi_m|\phi_n\rangle,\qquad D_{mn}=\langle\phi_m|\partial_t\phi_n\rangle .
$$

The inner product is antilinear in its left entry, and in $D$ the time derivative acts on the right function. The squared norm is

$$
N=\langle\Psi|\Psi\rangle=\sum_{mn}c_m^*S_{mn}c_n=c^\dagger S c .
$$

The overlap $S$ has no dimension, while $\dot S$ and $D$ are rates. The simplest candidate for a norm rate that is quadratic in $c$ and linear in these rates is $c^\dagger Kc$ with $K=\alpha\dot S+\beta D+\gamma D^\dagger$ and three pure numbers. Now pass to new functions $\tilde\phi_n=\sum_m\phi_m X_{mn}(t)$, with $X$ invertible. The same state has coefficients $\tilde c=X^{-1}c$. The definitions and the product rule give

$$
\tilde S=X^\dagger SX,\qquad \tilde D=X^\dagger DX+X^\dagger S\dot X,
$$

$$
\dot{\tilde S}=X^\dagger\dot SX+\dot X^\dagger SX+X^\dagger S\dot X .
$$

With $Y=X^\dagger S\dot X$, so that $Y^\dagger=\dot X^\dagger SX$, the candidate becomes

$$
\tilde K=X^\dagger KX+(\alpha+\gamma)Y^\dagger+(\alpha+\beta)Y .
$$

The rate belongs to the state, so $\tilde c^\dagger\tilde K\tilde c=c^\dagger Kc$ must hold for every $c$, and the last two terms must cancel. At a given instant $\dot X$ is free, hence $Y$ is an arbitrary matrix. Replacing $Y$ by $\mathrm iY$ reverses the relative sign of the two terms, so they can cancel for all $Y$ only if $\alpha+\gamma=0$ and $\alpha+\beta=0$. What remains is

$$
K=\alpha\,(\dot S-D-D^\dagger).
$$

A term proportional to the Hamiltonian matrix divided by $\hbar$ would also be a rate. It is excluded because a shift of the energy origin changes only the common phase of $\Psi$, whereas such a term would change the norm rate in proportion to the shift. For a sum of this kind, symmetry thus fixes the combination. Only the transformation rules were used, so the result also holds for an approximate coupling that transforms like $D$. The equation of motion must supply the factor $\alpha$ and show when the combination vanishes.

The Schrödinger equation is $\mathrm i\hbar\,\partial_t\Psi=\hat H\Psi$. Both factors in each term of the expansion depend on time, so

$$
\partial_t\Psi=\sum_n\left(\dot c_n\phi_n+c_n\partial_t\phi_n\right).
$$

In a finite basis the residual $r=\mathrm i\hbar\,\partial_t\Psi-\hat H\Psi$ will in general not vanish, because $\hat H\Psi$ and $\partial_t\phi_n$ can point out of the space spanned by the basis. The equation is therefore projected: $r$ is required to be orthogonal to every $\phi_m$,

$$
\langle\phi_m|r\rangle=0,\qquad m=1,\dots,M .
$$

This choice makes the residual as small as the available velocities allow. If $\dot c$ is changed by a vector $\delta$, the residual changes by $\mathrm i\hbar\sum_n\delta_n\phi_n$. That change lies in the span and is orthogonal to $r$, so the squared length of the new residual is $\|r\|^2+\hbar^2\delta^\dagger S\delta$, which is larger than $\|r\|^2$ for every $\delta\neq0$.

Inserting the derivative of the expansion and writing $H_{mn}=\langle\phi_m|\hat H|\phi_n\rangle$ gives

$$
\mathrm i\hbar\sum_n\left(S_{mn}\dot c_n+D_{mn}c_n\right)=\sum_nH_{mn}c_n .
$$

Moving the derivative coupling to the right changes its sign:

$$
\boxed{\;\mathrm i\hbar\,S\dot c=(H-\mathrm i\hbar D)\,c\;}
$$

The term $-\mathrm i\hbar D$ accounts for the change of $\Psi$ that the basis produces by moving while the coefficients stand still. In a fixed basis $D=0$. In an orthonormal basis $S=1$, and the equation becomes $\mathrm i\hbar\dot c=(H-\mathrm i\hbar D)c$.

If the basis is complete, the projection loses nothing. Take a space of finite dimension and let the basis vectors be the columns of an invertible square matrix $F(t)$, so that $\psi=Fc$. The Schrödinger equation reads $\mathrm i\hbar(F\dot c+\dot Fc)=\hat HFc$. Multiplication by $F^\dagger$ turns this into the boxed equation with $S=F^\dagger F$, $D=F^\dagger\dot F$ and $H=F^\dagger\hat HF$. Since $F^\dagger$ is invertible, the step can be reversed, and the two equations are equivalent.

For the norm, suppose that a calculation uses some matrix $D'$ in the place of $D$. It may be $D$ itself, an approximation to it, or zero. Let the matrix $H$ be Hermitian. The overlap matrix is Hermitian by definition, and $c^\dagger Sc=\|\Psi\|^2>0$ for $c\neq0$ because the functions are linearly independent. Hence $S$ has an inverse, which is also Hermitian, and

$$
\dot c=-S^{-1}\left(\frac{\mathrm i}{\hbar}H+D'\right)c .
$$

The adjoint reverses the order of the factors and changes the sign of $\mathrm i$:

$$
\dot c^\dagger=-c^\dagger\left(-\frac{\mathrm i}{\hbar}H+D'^\dagger\right)S^{-1}
=c^\dagger\left(\frac{\mathrm i}{\hbar}H-D'^\dagger\right)S^{-1}.
$$

The squared norm has three factors that depend on time, so

$$
\dot N=\dot c^\dagger Sc+c^\dagger\dot Sc+c^\dagger S\dot c .
$$

In the first term $S^{-1}S=1$, and in the last $SS^{-1}=1$. This leaves

$$
\dot N=c^\dagger\left(\frac{\mathrm i}{\hbar}H-D'^\dagger\right)c+c^\dagger\dot Sc-c^\dagger\left(\frac{\mathrm i}{\hbar}H+D'\right)c .
$$

The two Hamiltonian terms cancel, and

$$
\boxed{\;\dot N=c^\dagger\Delta c,\qquad \Delta=\dot S-D'-D'^\dagger\;}
$$

This is the combination found from symmetry, with $\alpha=1$. If $D'+D'^\dagger=\dot S$, then $\Delta=0$ and the norm is constant for every coefficient vector.

The converse needs the words "for every coefficient vector". Suppose that $c^\dagger\Delta c=0$ at some time for all $c$. Let $e_m$ be the vector with a one in place $m$ and zeros elsewhere. The choice $c=e_m$ gives $\Delta_{mm}=0$. Because $\Delta$ is Hermitian, $\Delta_{nm}=\Delta_{mn}^*$, and two further choices give

$$
c=e_m+e_n:\quad c^\dagger\Delta c=\Delta_{mm}+\Delta_{nn}+2\,\mathrm{Re}\,\Delta_{mn},
$$

$$
c=e_m+\mathrm ie_n:\quad c^\dagger\Delta c=\Delta_{mm}+\Delta_{nn}+\mathrm i(\Delta_{mn}-\Delta_{mn}^*)
=\Delta_{mm}+\Delta_{nn}-2\,\mathrm{Im}\,\Delta_{mn}.
$$

Both must vanish, so the real and imaginary parts of every off-diagonal element are zero and $\Delta=0$. Conservation of the norm for all states at all times therefore requires

$$
\boxed{\;D'+D'^\dagger=\dot S\;}
$$

One trajectory with a constant norm does not establish this. Take two fixed orthonormal functions with $H=0$, for which the true $D$ is zero, and use the wrong matrix $D'=\mathrm{diag}(0,\gamma)$ with $\gamma>0$. The state $c=(1,0)$ does not move and keeps its norm. The state $c=(0,1)$ obeys $\dot c_2=-\gamma c_2$, and its squared norm decays as $\mathrm e^{-2\gamma t}$.

The true derivative coupling meets the condition for a reason that has nothing to do with the Hamiltonian. Assume that each $\phi_n$ has a time derivative in the mean-square sense, with inner products taken over all space. For a time step $h$, adding and subtracting one mixed product gives

$$
\frac{S_{mn}(t+h)-S_{mn}(t)}{h}
=\left\langle\frac{\phi_m(t+h)-\phi_m(t)}{h}\Big|\phi_n(t+h)\right\rangle
+\left\langle\phi_m(t)\Big|\frac{\phi_n(t+h)-\phi_n(t)}{h}\right\rangle .
$$

The inner product is continuous in both entries, so the limit $h\to0$ may be taken inside:

$$
\dot S_{mn}=\langle\partial_t\phi_m|\phi_n\rangle+\langle\phi_m|\partial_t\phi_n\rangle=D_{nm}^*+D_{mn},
\qquad\text{or}\qquad \dot S=D+D^\dagger .
$$

The projected equation with the true $D$ thus conserves the norm even in a poor basis. The condition restricts approximations to $D$ and says nothing about the quality of the basis.

The identity relies on a fixed region of integration. If the integrals ran over an interval from $a(t)$ to $b(t)$ in one dimension, differentiating the limits would add $\dot b\,\phi_m^*\phi_n|_b-\dot a\,\phi_m^*\phi_n|_a$ to $\dot S_{mn}$. A moving box therefore spoils the balance in general, but not if the functions vanish at its walls.

The Hermitian Hamiltonian matrix is the second premise. Without it, the cancellation above leaves

$$
\dot N=c^\dagger\left[\Delta+\frac{\mathrm i}{\hbar}(H^\dagger-H)\right]c .
$$

For $H=H_0-\mathrm iW$, with $H_0$ and $W$ Hermitian, the added term is $-2W/\hbar$. An absorbing potential, for which $W$ is positive, then removes norm on purpose, and $\Delta=0$ is still the condition that the moving basis adds no loss or gain of its own.

The matrix that multiplies $c$ in the coefficient equation is in general not Hermitian. Its anti-Hermitian part is

$$
\frac12\left[(H-\mathrm i\hbar D)-(H-\mathrm i\hbar D)^\dagger\right]=-\frac{\mathrm i\hbar}{2}(D+D^\dagger)=-\frac{\mathrm i\hbar}{2}\dot S .
$$

This part is needed. As the overlaps change, the same coefficients describe a state of different length, and the coefficients must change to compensate. If the matrix is made Hermitian by dropping this part, the norm is no longer conserved for every state whenever $\dot S\neq0$.

The condition fixes half of $D'$. Any matrix is the sum of a Hermitian part $(D'+D'^\dagger)/2$ and an anti-Hermitian part $A=(D'-D'^\dagger)/2$. The condition sets the first equal to $\dot S/2$ and leaves the second free:

$$
D'=\tfrac12\dot S+A,\qquad A^\dagger=-A .
$$

The true dynamics has $A=(D-D^\dagger)/2$. With the general form, the coefficient equation reads

$$
\mathrm i\hbar S\dot c=\left(H-\mathrm i\hbar A-\tfrac{\mathrm i\hbar}{2}\dot S\right)c .
$$

Since $(-\mathrm i\hbar A)^\dagger=\mathrm i\hbar A^\dagger=-\mathrm i\hbar A$, this term is Hermitian and enters in the same way as $H$. An error in $A$ acts like an error in the Hamiltonian: it changes the state and leaves the norm alone. A defective $D'$ can be given the right norm by adding $\Delta/2$ to it, but this mends the Hermitian part and no more.

The meaning of $A$ is plainest when all functions move rigidly along $x$ with one velocity $v$. Then $\partial_t\phi_n=-v\,\partial_x\phi_n=-(\mathrm i/\hbar)v\hat p\,\phi_n$, with $\hat p=-\mathrm i\hbar\,\partial_x$, and

$$
-\mathrm i\hbar D_{mn}=-v\langle\phi_m|\hat p|\phi_n\rangle .
$$

The overlaps are constant, $D$ is anti-Hermitian, and the coefficient equation contains $\hat H-v\hat p$, the generator of motion seen from the moving frame. Leaving out a nonzero $D$ here would conserve the norm but in general describe the wrong motion.

A numerical test shows both sides in a complete basis of dimension four, in units with $\hbar=1$. The frame was $F(t)=1+0.3\sin(t)\,A_1+0.2\cos(1.7t)\,A_2$, and the Hamiltonian was $G+G^\dagger$. Here $A_1$, $A_2$ and $G$ are random complex matrices whose largest singular value is one, so $F$ stays invertible. The state started as the first unit vector and was followed to $t=3$. With the full $D$ its distance from the state given by the matrix exponential was $1.5\times10^{-11}$, relative to a state of length one. With $D'=\dot S/2$ the squared norm was still 1.000000, but the distance was 0.34.

For a Hermitian $H$, the norm is conserved for every state exactly when $D'+D'^\dagger=\dot S$, which the true $D$ satisfies, but this leaves the anti-Hermitian part of $D'$ free, so a constant norm does not guarantee the right motion. It remains to see what different choices of $D'$ do in a concrete case, an ion passing a fixed well.
